# Recurrences for real regular solid harmonics in Cartesian form

## 1. Two ways to raise the degree

The polynomials \(x\), \(y\) and \(z\) satisfy Laplace's equation. Suppose we want harmonic polynomials of degree two, built from them by multiplication.

Multiplying \(x+iy\) by itself gives

\[
(x+iy)^2=(x^2-y^2)+i\,(2xy).
\]

Both parts are harmonic: \(\nabla^2(x^2-y^2)=2-2=0\) and \(\nabla^2(2xy)=0\). No correction is needed.

Multiplying \(z\) by \(z\) gives \(z^2\), and \(\nabla^2z^2=2\), so this product is not harmonic. Since \(\nabla^2r^2=6\), with \(r^2=x^2+y^2+z^2\), the cure is to subtract one third of \(r^2\):

\[
\nabla^2\left(z^2-\tfrac13r^2\right)=2-2=0.
\]

These are the two steps of the general scheme. The diagonal step multiplies by \(x+iy\). The vertical step multiplies by \(z\) and removes a multiple of \(r^2\) times a harmonic polynomial of lower degree. What remains is to find the coefficients for every degree.

## 2. Definition and conventions

Let \(w=x+iy\), \(\bar w=x-iy\) and \(\rho^2=w\bar w=x^2+y^2\). For an integer \(m\ge0\), define real polynomials \(A_m\) and \(B_m\) by

\[
w^m=A_m+iB_m .
\]

The real regular solid harmonics of degree \(l\) are homogeneous harmonic polynomials of the form

\[
S_{l,m}=A_m\,Q_{l,m}(z,\rho^2)\quad(0\le m\le l),\qquad
S_{l,-m}=B_m\,Q_{l,m}(z,\rho^2)\quad(1\le m\le l),
\]

with \(Q_{l,m}\) real. Two conventions fix the scale and the sign:

- the average over the unit sphere, written \(\langle\cdots\rangle\), satisfies \(\langle S_{l,m}^2\rangle=1/(2l+1)\);
- the coefficient of \(z^{l-m}\) in \(Q_{l,m}\) is positive.

In particular \(S_{0,0}=1\). Including an extra sign \((-1)^m\) would reverse the sign of the diagonal step and leave the vertical step unchanged, because the latter connects functions of equal \(m\).

**Existence and uniqueness.** Write

\[
Q_{l,m}=\sum_{k\ge0}q_k\,\rho^{2k}z^{\,l-m-2k},
\]

where \(k\) runs while the power of \(z\) is non-negative. With \(\partial_w=\frac12(\partial_x-i\partial_y)\) and \(\partial_{\bar w}=\frac12(\partial_x+i\partial_y)\), the Laplacian is \(\nabla^2=4\partial_w\partial_{\bar w}+\partial_z^2\). Since \(w^m\rho^{2k}=w^{m+k}\bar w^k\),

\[
4\partial_w\partial_{\bar w}\,(w^m\rho^{2k})=4k(k+m)\,w^m\rho^{2k-2}.
\]

Collecting the terms in \(w^m\rho^{2k}z^{l-m-2k-2}\) in \(\nabla^2(w^mQ_{l,m})=0\) gives

\[
4(k+1)(k+1+m)\,q_{k+1}=-(l-m-2k)(l-m-2k-1)\,q_k .
\]

The right side vanishes when the power \(l-m-2k\) reaches 0 or 1, so the series ends. All coefficients follow from \(q_0\). For given \(l\) and \(m\) there is therefore one solution up to a factor, and \(q_0\neq0\) unless the solution is zero. Because \(Q_{l,m}\) is real, the real and imaginary parts of \(w^mQ_{l,m}\) are separately harmonic.

**Orthogonality.** A rotation about \(z\) replaces \(w\) by \(uw\), where \(|u|=1\), and leaves sphere averages, \(z\) and \(\rho^2\) unchanged. For \(m\ge1\) this implies

\[
\langle w^{2m}Q_{l,m}^2\rangle=u^{2m}\langle w^{2m}Q_{l,m}^2\rangle .
\]

Choosing \(u^{2m}\ne1\) shows that the average is zero. Its real and imaginary parts read

\[
\langle A_m^2Q_{l,m}^2\rangle=\langle B_m^2Q_{l,m}^2\rangle,\qquad
\langle A_mB_mQ_{l,m}^2\rangle=0 .
\]

The partners \(\pm m\) thus have equal norms and are orthogonal. The same argument applied to \(w^mw^{m'}\) and \(w^m\bar w^{m'}\) makes functions of different \(|m|\) orthogonal.

For homogeneous harmonic \(f\) and \(g\) of degrees \(l\) and \(l'\), Green's identity in the unit ball gives

\[
0=\int(f\nabla^2g-g\nabla^2f)\,d^3r
=\oint(f\,\partial_rg-g\,\partial_rf)\,dS
=4\pi(l'-l)\langle fg\rangle ,
\]

since \(\partial_rg=l'g\) and \(\partial_rf=lf\) at \(r=1\). Different degrees are orthogonal too.

## 3. The diagonal step

For \(l=m\), the polynomial \(Q_{m,m}\) is a constant \(d_m>0\). Hence, for \(m\ge1\),

\[
S_{m,m}+iS_{m,-m}=d_m\,(x+iy)^m .
\]

To find \(d_m\), note that \(A_m^2+B_m^2=\rho^{2m}\) and that the two squares have equal averages. Thus

\[
\frac1{2m+1}=d_m^2\langle A_m^2\rangle=\frac{d_m^2}{2}\langle\rho^{2m}\rangle .
\]

On the unit sphere \(\rho^2=1-z^2\), and equal intervals of \(z\) cover equal areas. The average is therefore

\[
\langle\rho^{2m}\rangle=I_m=\int_0^1(1-z^2)^m\,dz,
\qquad d_m^2=\frac{2}{(2m+1)I_m}\quad(m\ge1).
\]

Integrate \(I_{m+1}\) by parts. The boundary term \(z(1-z^2)^{m+1}\) vanishes at both ends, and \(z^2=1-(1-z^2)\), so

\[
I_{m+1}=2(m+1)\int_0^1z^2(1-z^2)^m\,dz=2(m+1)(I_m-I_{m+1}),
\]

\[
I_{m+1}=\frac{2m+2}{2m+3}\,I_m .
\]

For \(m\ge1\) the ratio of successive prefactors follows:

\[
\frac{d_{m+1}^2}{d_m^2}=\frac{(2m+1)I_m}{(2m+3)I_{m+1}}=\frac{2m+1}{2m+2}.
\]

The first step is different. \(S_{0,0}\) has no partner with which to share \(\rho^{2m}\), so the factor \(\frac12\) is absent and \(d_0=1\). From \(I_1=\frac23\) we get \(d_1^2=2/(3\cdot\frac23)=1\). Define therefore

\[
f_0=1,\qquad f_l=\sqrt{\frac{2l+1}{2l+2}}\quad(l\ge1).
\]

Then, for \(l\ge1\),

\[
S_{l+1,l+1}+iS_{l+1,-l-1}=f_l\,(x+iy)(S_{l,l}+iS_{l,-l}).
\]

Multiplying out and using \(i^2=-1\) gives the diagonal step:

\[
\boxed{\begin{aligned}
S_{l+1,l+1}&=f_l\,(x\,S_{l,l}-y\,S_{l,-l}),\\
S_{l+1,-l-1}&=f_l\,(y\,S_{l,l}+x\,S_{l,-l}).
\end{aligned}}
\]

At \(l=0\) the terms in \(S_{l,-l}\) are absent, and the result is \(S_{1,1}=x\), \(S_{1,-1}=y\). If the general formula for \(f_l\) were used at \(l=0\), it would give \(x/\sqrt2\), whose mean square on the sphere is \(1/6\) instead of the required \(1/3\).

## 4. The form of the vertical step

Fix \(m\ge0\) and write \(S_l\) for \(S_{l,m}\). Set \(S_l=0\) for \(l<m\). For \(m\ge1\), everything below holds equally for \(S_{l,-m}\), which has the same \(Q_{l,m}\) and the same norm.

Since \(z\) is linear and \(S_l\) is harmonic,

\[
\nabla^2(zS_l)=2\,\partial_zS_l .
\]

The derivative \(\partial_zS_l\) is itself harmonic, because derivatives commute. It has degree \(l-1\) and still carries the factor \(A_m\). By uniqueness,

\[
\partial_zS_l=c_l\,S_{l-1}.
\]

For \(l=m\) there is no dependence on \(z\), so \(c_m=0\). For \(l>m\), comparing the highest powers of \(z\) on both sides shows that \(c_l>0\).

For a harmonic homogeneous polynomial \(g\) of degree \(n\), Euler's relation \(\mathbf r\cdot\nabla g=ng\) gives

\[
\nabla^2(r^2g)=6g+4\,\mathbf r\cdot\nabla g=(4n+6)g .
\]

With \(n=l-1\) the factor is \(4l+2=2(2l+1)\). Consequently

\[
\nabla^2\left(zS_l-\frac{c_l}{2l+1}\,r^2S_{l-1}\right)=2c_lS_{l-1}-2c_lS_{l-1}=0 .
\]

The bracket is harmonic, of degree \(l+1\), and carries \(A_m\). It must be a multiple of \(S_{l+1}\):

\[
zS_l=a_lS_{l+1}+b_l\,r^2S_{l-1},\qquad b_l=\frac{c_l}{2l+1}.
\tag{1}
\]

## 5. The coefficients of the vertical step

**One average, two evaluations.** Let \(l>m\) and consider \(\langle S_l\,z\,S_{l-1}\rangle\), where \(r^2=1\). Applying (1) to \(zS_l\) leaves, by orthogonality, \(b_l\langle S_{l-1}^2\rangle=b_l/(2l-1)\). Applying (1) to \(zS_{l-1}\) leaves \(a_{l-1}\langle S_l^2\rangle=a_{l-1}/(2l+1)\). Equating them,

\[
b_l=\frac{2l-1}{2l+1}\,a_{l-1},\qquad c_l=(2l+1)b_l=(2l-1)\,a_{l-1}.
\tag{2}
\]

With the definition \(a_{m-1}=0\), these relations also hold at \(l=m\). Since \(c_{l+1}=(2l+1)a_l\) is positive for \(l\ge m\), so is \(a_l\).

**A second relation.** Differentiate (1) with respect to \(z\), using \(\partial_zr^2=2z\):

\[
S_l+c_l\,zS_{l-1}=a_lc_{l+1}S_l+b_l\left(2zS_{l-1}+c_{l-1}r^2S_{l-2}\right).
\]

Replace \(zS_{l-1}\) by \(a_{l-1}S_l+b_{l-1}r^2S_{l-2}\). The equation then contains \(S_l\) and \(r^2S_{l-2}\). These are orthogonal on the unit sphere, so the coefficients of \(S_l\) must balance:

\[
1+(c_l-2b_l)\,a_{l-1}=a_lc_{l+1}.
\]

By (2), \(c_l-2b_l=(2l-1)b_l=(2l-1)^2a_{l-1}/(2l+1)\), and \(c_{l+1}=(2l+1)a_l\). Therefore

\[
(2l+1)a_l^2=1+\frac{(2l-1)^2a_{l-1}^2}{2l+1}.
\]

Multiply by \(2l+1\) and set \(u_l=(2l+1)^2a_l^2\). This gives

\[
u_l=u_{l-1}+(2l+1),\qquad u_{m-1}=0 .
\]

Because \(2k+1=(k+1)^2-k^2\), the sum telescopes:

\[
u_l=\sum_{k=m}^{l}\left[(k+1)^2-k^2\right]=(l+1)^2-m^2 .
\]

Taking the positive root and returning to (2),

\[
a_l=\frac{\sqrt{(l+1)^2-m^2}}{2l+1},\qquad
b_l=\frac{\sqrt{l^2-m^2}}{2l+1},\qquad
\partial_zS_{l,m}=\sqrt{l^2-m^2}\;S_{l-1,m}.
\]

Multiplication of (1) by \(2l+1\) gives the vertical step for all \(|m|\le l\):

\[
\boxed{\sqrt{(l+1)^2-m^2}\;S_{l+1,m}=(2l+1)\,z\,S_{l,m}-\sqrt{l^2-m^2}\;r^2\,S_{l-1,m}.}
\]

**Limiting cases.** At \(|m|=l\) the last term is absent, and \(S_{l+1,\pm l}=\sqrt{2l+1}\,z\,S_{l,\pm l}\). At \(m=0\) the square roots become integers:

\[
(l+1)S_{l+1,0}=(2l+1)\,z\,S_{l,0}-l\,r^2S_{l-1,0}.
\]

On the \(z\) axis, where \(r^2=z^2\), this is solved by \(S_{l,0}=z^l\), since \(2l+1-l=l+1\).

**Use.** Given degrees \(l\) and \(l-1\), the diagonal step supplies the two functions with \(|m|=l+1\), and the vertical step supplies the \(2l+1\) functions with \(|m|\le l\). Together they make the \(2l+3\) functions of degree \(l+1\). No angle is computed, so points on the \(z\) axis, where the azimuth is undefined, need no special treatment. The factor \(r^2\) may be replaced by 1 on the unit sphere, but not at a general point. The coefficients belong to the norm \(1/(2l+1)\); rescaling the functions by a factor that varies with \(l\) changes them, whereas a factor common to all degrees changes only the starting value \(S_{0,0}\).

## 6. A sum rule and the Gaussian norm

Any polynomial is a sum of terms \(w^a\bar w^bz^c\), and each such term is a power of \(w\) or \(\bar w\) times a polynomial in \(\rho^2\) and \(z\). The Laplacian does not mix different values of \(a-b\). The \(2l+1\) functions \(S_{l,m}\) therefore span all harmonic homogeneous polynomials of degree \(l\). A rotation maps this space to itself and preserves sphere averages, so it acts on these orthogonal functions of equal norm as an orthogonal matrix. Hence \(\sum_mS_{l,m}^2\) is rotationally invariant and equals a constant times \(r^{2l}\). Its average on the unit sphere is \((2l+1)/(2l+1)=1\), which fixes the constant:

\[
\sum_{m=-l}^{l}S_{l,m}^2=r^{2l}.
\]

A solid-harmonic Gaussian centred at the origin is \(\chi_{l,m}=N_lS_{l,m}e^{-\alpha r^2}\), with \(\alpha>0\). Its normalization requires

\[
N_l^{-2}=\frac{4\pi}{2l+1}\int_0^\infty r^{2l+2}e^{-2\alpha r^2}dr
=\frac{2\pi\,\Gamma(l+\frac32)}{(2l+1)(2\alpha)^{l+3/2}},
\]

where the substitution \(t=2\alpha r^2\) was used. One constant serves all \(m\) of a shell.

The subtraction of \(r^2\) terms has a direct meaning here. The six quadratic monomials span the five functions \(S_{2,m}\) and \(r^2\). The latter has no angular dependence, so \(r^2e^{-\alpha r^2}\) is an s-type function. The recurrences generate the five d functions without it.

## 7. Worked example

Take the point \((x,y,z)=(1,2,2)\) bohr, for which \(r^2=9\) bohr². The functions of degree one are \(S_{1,1}=1\), \(S_{1,-1}=2\) and \(S_{1,0}=2\) bohr. At degree two we need, in bohr²,

\[
S_{2,2}=\tfrac{\sqrt3}{2}(x^2-y^2)=-2.5981,\quad
S_{2,-2}=\sqrt3\,xy=3.4641,\quad
S_{2,1}=\sqrt3\,xz=3.4641 .
\]

**Diagonal step to \(S_{3,3}\).** Here \(l=2\) and \(f_2=\sqrt{5/6}=0.91287\), so

\[
S_{3,3}=0.91287\,(1\times(-2.5981)-2\times3.4641)
=0.91287\times(-9.5263)=-8.6963\ \text{bohr}^3 .
\]

**Vertical step to \(S_{3,1}\).** Here \(l=2\), \(m=1\), and the divisor is \(\sqrt{9-1}=2.8284\):

\[
S_{3,1}=\frac{5\times2\times3.4641-\sqrt3\times9\times1}{2.8284}
=\frac{34.6410-15.5885}{2.8284}=6.7361\ \text{bohr}^3 .
\]

The need for the subtracted term is visible in the Laplacians at this point. That of \(zS_{2,1}\) is 3.4641 bohr, and that of \(r^2S_{1,1}\) is 10 bohr. With \(b_2=\sqrt3/5=0.34641\), the combination has Laplacian \(3.4641-0.34641\times10=0\).

The squares of all seven functions of degree three add up to 729 bohr⁶, which is \(9^3\), as the sum rule requires.

**Gaussian value.** For \(\alpha=0.2\) bohr⁻², the norm formula gives \(N_3=0.0393797\) bohr\(^{-9/2}\), and \(e^{-\alpha r^2}=e^{-1.8}=0.165299\). Thus

\[
\chi_{3,1}=0.0393797\times6.7361\times0.165299=0.043848\ \text{bohr}^{-3/2}.
\]

PySCF's own spherical Gaussian gives the same value to all printed digits. The numerical check also compares the recurrences, through \(l=5\), with a definition by Legendre functions and angles.

## Values computed for the example and the checks

```
point x, y, z = 1.0, 2.0, 2.0 bohr
r^2 = 9.0 bohr^2
polynomials (r2 means r^2) and values at the point:
S(1,-1) = y
   value 2.000000 bohr^1
S(1,0) = z
   value 2.000000 bohr^1
S(1,1) = x
   value 1.000000 bohr^1
S(2,-2) = sqrt(3)*x*y
   value 3.464102 bohr^2
S(2,-1) = sqrt(3)*y*z
   value 6.928203 bohr^2
S(2,0) = -r2/2 + 3*z**2/2
   value 1.500000 bohr^2
S(2,1) = sqrt(3)*x*z
   value 3.464102 bohr^2
S(2,2) = sqrt(3)*x**2/2 - sqrt(3)*y**2/2
   value -2.598076 bohr^2
S(3,-3) = 3*sqrt(10)*x**2*y/4 - sqrt(10)*y**3/4
   value -1.581139 bohr^3
S(3,-2) = sqrt(15)*x*y*z
   value 15.491933 bohr^3
S(3,-1) = -sqrt(6)*r2*y/4 + 5*sqrt(6)*y*z**2/4
   value 13.472194 bohr^3
S(3,0) = -3*r2*z/2 + 5*z**3/2
   value -7.000000 bohr^3
S(3,1) = -sqrt(6)*r2*x/4 + 5*sqrt(6)*x*z**2/4
   value 6.736097 bohr^3
S(3,2) = sqrt(15)*x**2*z/2 - sqrt(15)*y**2*z/2
   value -11.618950 bohr^3
S(3,3) = sqrt(10)*x**3/4 - 3*sqrt(10)*x*y**2/4
   value -8.696264 bohr^3
diagonal to S(3,3): x S(2,2) = -2.598076 bohr^3
  y S(2,-2) = 6.928203, bracket = -9.526279 bohr^3
  factor sqrt(5/6) = 0.912871 (no unit)
vertical to S(3,1): 5 z S(2,1) = 34.641016 bohr^3
  sqrt(3) r^2 S(1,1) = 15.588457 bohr^3
  difference = 19.052559 bohr^3
  divisor sqrt(8) = 2.828427 (no unit)
Laplacian of z S(2,1) = 3.464102 bohr
Laplacian of r^2 S(1,1) = 10.000000 bohr
coefficient sqrt(3)/5 = 0.346410 (no unit)
sphere average S(1,1)^2, f=1: 0.333333 (no unit)
same with f=sqrt(1/2): 0.166667 (no unit)
sum over m of S(3,m)^2 = 729.000000 bohr^6
alpha = 0.2 bohr^-2
N_3 = 0.03937966 bohr^-4.5
exp(-alpha r^2) = 0.16529889 (no unit)
normalized Gaussian (3,1) = 0.04384804 bohr^-1.5
PySCF value of the same = 0.04384804 bohr^-1.5
highest l in sphere tests = 5
```
